# Conductivity mass and Hall anisotropy factor of silicon's six valleys

## Question

I am working on electron transport in n-type silicon. The conduction band has six ellipsoidal valleys along $\pm x,\pm y,\pm z$, with mass $m_l\approx0.92\,m_e$ along the valley axis and $m_t\approx0.19\,m_e$ in the two directions across it. The relaxation time $\tau$ is a scalar, the same in every valley. I am supposed to average the conductivity tensors and find a conductivity mass near $0.26\,m_e$ and a Hall anisotropy factor near 0.87.

I am stuck twice. Averaging the masses gives $(0.92+2\times0.19)/3=0.43$, and the geometric mean $(m_lm_t^2)^{1/3}$ gives 0.32. Neither is 0.26. For the Hall effect, I solved one valley holding $n_v$ electrons per volume and found $R_H=-1/(n_ve)$, with no mass in it. If every valley has Hall factor 1, how can six of them together have 0.87?

## Answer

Your one-valley result is right. Both difficulties have the same cure: the valleys conduct in parallel, so their conductivity tensors must be added first, and the Hall condition of zero transverse current applies to the sum.

### One valley

Take $e>0$ and electron charge $-e$. Let $M$ be the diagonal mass tensor of the valley, $\mathbf v$ the drift velocity, and $\tau$ a constant for now. In the steady state the force balances the loss of momentum:

$$M\mathbf v=-e\tau(\mathbf E+\mathbf v\times\mathbf B).$$

Write $\mathbf v\times\mathbf B=X\mathbf v$. For $\mathbf B$ along $z$, $\mathbf v\times\mathbf B=(v_yB,-v_xB,0)$, so $X_{xy}=B$, $X_{yx}=-B$, and the other elements vanish. Moving this term to the left gives $(M+e\tau X)\mathbf v=-e\tau\mathbf E$. The current density is $\mathbf J=-n_ve\mathbf v$, hence

$$\sigma_v=n_ve^2\tau\,(M+e\tau X)^{-1}.$$

### Zero magnetic field: the conductivity mass

With $X=0$ the tensor contains inverse masses. Without strain the valleys are equally populated, $n_v=n/6$. For current along $x$, two valleys present $m_l$ and four present $m_t$:

$$\sigma_{xx}=\frac n6e^2\tau\left(\frac2{m_l}+\frac4{m_t}\right)=\frac{ne^2\tau}{m_c},\qquad \frac1{m_c}=\frac13\left(\frac1{m_l}+\frac2{m_t}\right).$$

The same count holds for $y$ and $z$, so the total is isotropic although no single valley is. In units of $m_e$,

$$\frac1{m_c}=\frac{1.087+2\times5.263}3=3.871,\qquad m_c=0.258.$$

Your 0.43 averages resistivities: it would describe slabs of equal length placed in series, each holding the full density $n$ in one valley orientation. Your 0.32 is the density-of-states mass of one valley, which counts states and does not describe their response to a force.

### Weak magnetic field: the summed tensor

Let $b=e\tau B$, which has the dimension of a mass. The $xy$ block of $M+e\tau X$ and its inverse are

$$\begin{pmatrix}m_x&b\\-b&m_y\end{pmatrix}^{-1}=\frac1{m_xm_y+b^2}\begin{pmatrix}m_y&-b\\b&m_x\end{pmatrix}.$$

Let $\langle\cdot\rangle$ be the average over valleys. To first order in $b$, the term $b^2$ in the denominator drops out:

$$\sigma_{xx}=\sigma_{yy}=\frac{ne^2\tau}{m_c},\qquad \sigma_{xy}=-\sigma_{yx}=-ne^2\tau\,b\left\langle\frac1{m_xm_y}\right\rangle.$$

The product $m_xm_y$ is $m_lm_t$ for the $x$ and $y$ valleys and $m_t^2$ for the $z$ valleys, so

$$\left\langle\frac1{m_xm_y}\right\rangle=\frac13\left(\frac2{m_lm_t}+\frac1{m_t^2}\right)=\frac{m_l+2m_t}{3m_lm_t^2}=13.05\,m_e^{-2}.$$

Now impose $J_y=\sigma_{yx}E_x+\sigma_{yy}E_y=0$ on the total current. This gives $E_y=(\sigma_{xy}/\sigma_{xx})E_x$, and then $J_x=\sigma_{xx}E_x+\sigma_{xy}E_y=(\sigma_{xx}^2+\sigma_{xy}^2)E_x/\sigma_{xx}$. Therefore

$$R_H=\frac{E_y}{J_xB}=\frac{\sigma_{xy}}{B(\sigma_{xx}^2+\sigma_{xy}^2)}.$$

In a weak field $\sigma_{xy}^2$ is of second order and is dropped:

$$R_H=-\frac{ne^3\tau^2\langle1/(m_xm_y)\rangle}{(ne^2\tau/m_c)^2}=-\frac a{ne},\qquad a=m_c^2\left\langle\frac1{m_xm_y}\right\rangle.$$

With $K=m_l/m_t$, the two ingredients are $m_c=3Km_t/(2K+1)$ and $\langle1/(m_xm_y)\rangle=(K+2)/(3Km_t^2)$. Thus

$$a=\frac{9K^2}{(2K+1)^2}\,\frac{K+2}{3K}=\frac{3K(K+2)}{(2K+1)^2}.$$

Subtract this from 1. The numerator becomes $4K^2+4K+1-3K^2-6K=(K-1)^2$, so

$$a=1-\left(\frac{K-1}{2K+1}\right)^2.$$

For $K=4.842$ this is $1-(3.842/10.684)^2=0.871$. The factor is 1 for spherical valleys and below 1 for any other $K$. For $K\to\infty$ at fixed $m_t$ it tends to $3/4$: two of the three valley pairs then carry the current along $x$, while one pair supplies $\sigma_{xy}$.

### Why the sum differs from its parts

Inverting the tensor of a single valley gives the resistivity $\rho_v=(M+e\tau X)/(n_ve^2\tau)$. Its element $\rho_{yx}=-B/(n_ve)$ contains no mass, which is your result. It assumes that this valley alone has no transverse current.

In the crystal all valleys share one field $E_y$, and their separate transverse currents need not vanish. To first order, $E_y=-b\,m_c\langle1/(m_xm_y)\rangle E_x=-3.370\,(b/m_e)E_x$. Each pair holds $n/3$ electrons, so its transverse current is

$$J_y^{\text{pair}}=\frac{ne^2\tau bE_x}3\left[\frac1{m_xm_y}-\frac{3.370}{m_ym_e}\right].$$

The brackets, in $m_e^{-2}$, are:

- $x$ valleys: $5.72-17.74=-12.02$
- $y$ valleys: $5.72-3.66=2.06$
- $z$ valleys: $27.70-17.74=9.96$

They add to zero within rounding. The $x$ valleys send current one way across the bar and the others return it.

### Other field directions

The factor does not depend on the direction of a weak field. Let $W=M^{-1}$. To first order, $(M+e\tau X)^{-1}=W-e\tau WXW$. For any vectors $\mathbf c,\mathbf d$, with $\mathbf B=W(M\mathbf B)$,

$$-\mathbf c\cdot WXW\mathbf d=(W\mathbf c)\cdot(\mathbf B\times W\mathbf d)=\det W\;\mathbf c\cdot(M\mathbf B\times\mathbf d),$$

because a triple product of three vectors all multiplied by $W$ gains the factor $\det W$. Each valley thus contributes through the vector $M\mathbf B/\det M$. The determinant $m_lm_t^2$ is common to all valleys, and $M$ averages to $(m_l+2m_t)/3$ times the unit matrix. The result is parallel to $\mathbf B$, with the coefficient found above.

### A relaxation time that depends on energy

If $\tau=\tau(\varepsilon)$, where $\varepsilon$ is the electron energy, 0.87 is only part of the Hall factor. Write the distribution as $f_0+\delta f$ with $\delta f=-f_0'\,\mathbf p\cdot\mathbf u(\varepsilon)$, where $f_0'=df_0/d\varepsilon$ and $\mathbf v=M^{-1}\mathbf p$ is now the velocity of a state. The linearized Boltzmann equation is

$$-e\mathbf E\cdot\mathbf v f_0'-e(\mathbf v\times\mathbf B)\cdot\frac{\partial\,\delta f}{\partial\mathbf p}=-\frac{\delta f}\tau.$$

Differentiating a function of $\varepsilon$ gives a vector along $\mathbf v$, which drops out against $\mathbf v\times\mathbf B$. Dividing by $f_0'$ leaves

$$-e\mathbf E\cdot\mathbf v+e(\mathbf v\times\mathbf B)\cdot\mathbf u=\frac{\mathbf p\cdot\mathbf u}\tau.$$

Use $(\mathbf v\times\mathbf B)\cdot\mathbf u=-\mathbf v\cdot(\mathbf u\times\mathbf B)$ and $\mathbf p\cdot\mathbf u=\mathbf v\cdot M\mathbf u$. Since $\mathbf v$ is arbitrary, $M\mathbf u=-e\tau(\varepsilon)(\mathbf E+\mathbf u\times\mathbf B)$. This is the earlier drift equation, now at each energy.

For nondegenerate electrons $-f_0'=f_0/k_BT$. The average of $v_ip_j$ over an energy shell is $\tfrac23\varepsilon\,\delta_{ij}$, and the density of states is proportional to $\sqrt\varepsilon$. The current therefore averages $\mathbf u$ with the weight $x^{3/2}e^{-x}$, $x=\varepsilon/k_BT$. Denote this normalized average by $\langle\langle\cdot\rangle\rangle$. Then $\sigma_{xx}\propto\langle\langle\tau\rangle\rangle$, $\sigma_{xy}\propto\langle\langle\tau^2\rangle\rangle$, and

$$R_H=-\frac{r_H}{ne},\qquad r_H=a\,\frac{\langle\langle\tau^2\rangle\rangle}{\langle\langle\tau\rangle\rangle^2}.$$

For $\tau\propto\varepsilon^{-1/2}$, the law for a scattering rate proportional to the density of states, the extra factor is

$$\frac{\Gamma(3/2)\,\Gamma(5/2)}{\Gamma(2)^2}=\frac{\sqrt\pi}2\,\frac{3\sqrt\pi}4=\frac{3\pi}8=1.178,$$

so $r_H=0.871\times1.178=1.026$. A direct integration of the Boltzmann equation along electron orbits, for this $\tau$ and a field of 0.01 T along the oblique direction $(1,2,-0.7)$, also gives 1.026. A Hall factor near 1 can thus hide two corrections of opposite sign. The value 1.026 belongs to this one law and is not a prediction for real silicon. At 300 K intervalley phonon scattering changes the energy dependence of $\tau$, and a rough deformation-potential estimate that includes it gives an extra factor near 1.3 and $r_H$ near 1.14 for lattice scattering alone.

### Numbers for a Hall bar

Take $n=10^{16}\ \mathrm{cm^{-3}}$, $T=300$ K and constant $\tau=0.2$ ps. The valley mobilities are $e\tau/m_l=382$ and $e\tau/m_t=1851\ \mathrm{cm^2/Vs}$. Their average $(382+2\times1851)/3$ gives the drift mobility, 1362 $\mathrm{cm^2/Vs}$ before rounding of the terms. The Hall mobility $|R_H|\sigma_{xx}$ is smaller by the factor $a$: 1186 $\mathrm{cm^2/Vs}$.

Let the bar be $d=10$ µm thick and $w=100$ µm wide, with $I=0.1$ mA and $B=0.5$ T. Since $J_x=I/(wd)$ and $|V_H|=|E_y|w$, the width cancels:

$$|V_H|=\frac{aIB}{ned}=\frac{0.8707\times10^{-4}\times0.5}{10^{22}\times1.602\times10^{-19}\times10^{-5}}\ \mathrm V=2.72\ \mathrm{mV}.$$

Reading this voltage with $r_H=1$ gives $n/a=1.15\times10^{16}\ \mathrm{cm^{-3}}$, 15% above the true density. If instead $\tau\propto\varepsilon^{-1/2}$ with the same mean $\langle\langle\tau\rangle\rangle=0.2$ ps, the weak-field formula raises the voltage by the factor 1.178, to 3.20 mV. Interpreting it with $r_H=1$ would give $0.975\times10^{16}\ \mathrm{cm^{-3}}$, 2.5% below the true density. At 0.5 T the weak-field formula is slightly off for this law, because the slowest electrons have long relaxation times. Averaging the full drift tensor over energy at this field gives $r_H=1.018$, a voltage of 3.18 mV and an inferred density 1.8% below the true one.

### Where the model stops

The masses and density are rough typical values for lightly doped silicon, and $\tau$ was chosen to give a mobility of the usual order, $10^3\ \mathrm{cm^2/Vs}$. In real samples $\tau$ depends on energy; the 18% correction above is the effect of one simple law, and other laws give other values. Strained devices also break the equality of populations. If strain lowers the $z$ valleys by 10 meV, with $n$, $\tau$ and the masses held fixed, they hold 42% of the electrons instead of 33%. The mobility becomes 1428 along $x$ and 1229 $\mathrm{cm^2/Vs}$ along $z$, and the Hall factor now depends on the field direction: it rises to 0.91 for $\mathbf B$ along $z$ and falls to 0.85 for $\mathbf B$ along $x$.

Three further limits matter:

- **Anisotropic scattering.** If momentum relaxes with different times $\tau_l$ and $\tau_t$ along and across the valley axis, the drift equation contains $m_l/\tau_l$ and $m_t/\tau_t$, so $K$ becomes $K\tau_t/\tau_l$. For $\tau_l/\tau_t=0.80$ and 1.25, $a$ is 0.85 and 0.89. Real mechanisms can lie well outside this range: screened ionized impurities at this density give $\tau_l/\tau_t\approx3.4$ in the Born approximation, for which $a\approx0.99$.
- **Nonparabolic bands.** For $\varepsilon(1+\alpha\varepsilon)=\mathbf p\cdot M^{-1}\mathbf p/2$, with a rough $\alpha=0.5\ \mathrm{eV^{-1}}$ and constant $\tau$, the mobility at 300 K falls by 6%. The effective conductivity mass is then 0.275 $m_e$, while the Hall factor changes by about 0.1%. That small change is special to constant $\tau$: if the scattering rate is proportional to the density of states, the same $\alpha$ lowers the mobility by 11% and raises $r_H$ by 6%, from 1.026 to 1.09. Already the second digit of 0.258 therefore depends on the assumption of parabolic bands.
- **Strong fields.** When $b$ far exceeds the masses, $\sigma_{xy}\to-ne/B$ and $\sigma_{xx}$ falls as $1/B^2$, so the Hall factor returns to 1 for constant $\tau$. At 0.5 T it is still 0.870. The limit is formal here: at 1000 T, where the formula gives 0.99995, the largest Landau-level spacing would be about $24\,k_BT$, and the classical treatment fails.

For this bar, degeneracy and carrier heating are minor: the density is $4\times10^{-4}$ of the effective density of states, and the drift speed is $3\times10^{-4}$ of the thermal speed. The remaining values are in the numerical output below.

## Numbers as computed

```
longitudinal mass m_l: 0.92 m_e
transverse mass m_t: 0.19 m_e
mass ratio K: 4.8421
mean inverse mass 1/m_c: 3.8711 1/m_e
conductivity mass m_c: 0.2583 m_e
density-of-states mass per valley: 0.3214 m_e
mean of 1/(m_x m_y): 13.0475 1/m_e^2
Hall anisotropy factor a: 0.8707
one valley alone, Hall factor (orbits): 1.0000
Hall factor at 1000 T, formal limit: 0.99995
temperature: 300 K
electron density n: 1.00e+16 cm^-3
relaxation time: 0.20 ps
valley mobility along its axis: 382 cm2/Vs
valley mobility across its axis: 1851 cm2/Vs
drift mobility: 1362 cm2/Vs
Hall mobility, constant tau: 1186 cm2/Vs
bar thickness: 10 um
bar width: 100 um
current: 0.10 mA
magnetic field: 0.50 T
Hall voltage magnitude, constant tau: 2.717 mV
density inferred with r_H = 1: 1.149e+16 cm^-3
factor 3 pi/8 for tau ~ E^(-1/2): 1.1781
r_H for tau ~ E^(-1/2), formula: 1.0257
r_H for tau ~ E^(-1/2), orbits: 1.0257
inferred density, tau ~ E^(-1/2): 9.749e+15 cm^-3
a if tau_l/tau_t = 0.80: 0.8514
a if tau_l/tau_t = 1.25: 0.8921
Hall factor at bar field, constant tau: 0.87034
magnetoresistance at bar field: 0.133 %
nonparabolicity alpha: 0.50 1/eV
nonparabolic mobility ratio: 0.9396
nonparabolic conductivity mass: 0.2749 m_e
nonparabolic Hall-factor ratio: 1.0014
strain splitting: 10 meV
strained: fraction in z valleys: 0.4240
strained mobility along x: 1428 cm2/Vs
strained mobility along z: 1229 cm2/Vs
strained Hall factor, B along z: 0.9123
density / effective density of states: 3.64e-04
electric field along bar: 4.58 V/cm
drift speed / thermal speed: 2.72e-04
largest Landau spacing / kT: 0.0118
```
